# Unfolding weights and the broadened band of a disordered s-orbital supercell, part 1

(Sections cited here and not found follow in the second part.)

## 1. Channel weights and their sum rules

A supercell calculation for an amorphous oxide returns a dense list of conduction levels, and a decision follows. May a band dispersion and an effective mass be quoted for them, and which number is the broadening? Unfolding offers three candidates for that number: the weight missing from the largest contribution, the root-mean-square (rms) energy spread, and the width of the spectral line. They measure different things, and at the bottom of an s band they can disagree strongly.

### Setting and theorem

Choose a reference lattice with translations $\mathbf T$ and reciprocal vectors $\mathbf g$, so that $e^{i\mathbf g\cdot\mathbf T}=1$. The supercell has volume $\Omega$, contains $N$ reference cells, and repeats with translations $\mathbf L$, which are a subset of the $\mathbf T$. Its reciprocal vectors $\mathbf G$ satisfy $e^{i\mathbf G\cdot\mathbf L}=1$ and include every $\mathbf g$. The atoms inside the supercell may be anywhere.

The single-particle Hamiltonian $H$ is Hermitian and has the period of the supercell. Its eigenstates obey $\psi_m(\mathbf r+\mathbf L)=e^{i\mathbf K\cdot\mathbf L}\psi_m(\mathbf r)$ and are normalised over $\Omega$. Spin is left out. With $\langle\mathbf r|\mathbf q\rangle=\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf r}$,

$$|\psi_m\rangle=\sum_{\mathbf G}C_m(\mathbf K+\mathbf G)\,|\mathbf K+\mathbf G\rangle .$$

Two wavevectors $\mathbf K+\mathbf G$ belong to the same channel if they differ by some $\mathbf g$. The primitive reciprocal cell is $N$ times larger than that of the supercell, so there are $N$ channels, each labelled by one member $\mathbf k$. The unfolding weight is

$$W_m(\mathbf k)=\sum_{\mathbf g}|C_m(\mathbf k+\mathbf g)|^2 .$$

**Theorem.**

(i) For any disorder, $W_m(\mathbf k)\ge0$ and $\sum_{\mathbf k}W_m(\mathbf k)=1$.

(ii) If the states are built from one orthonormal s orbital per reference site, then
$$A(\mathbf k,E)=\sum_mW_m(\mathbf k)\,\delta(E-E_m)$$
is a normalised distribution in $E$ for each $\mathbf k$. Its centroid is $\langle\mathbf k|H|\mathbf k\rangle$, its variance is $\sum_{\mathbf k'\ne\mathbf k}|\langle\mathbf k'|H|\mathbf k\rangle|^2$, and its line shape is governed by a self-energy.

(iii) For weak, uncorrelated site disorder of standard deviation $\sigma$, the full width at half maximum in a large cell is, to leading order, $2\pi\sigma^2\rho(E_{\mathbf k})$. Here $E_{\mathbf k}$ is the ordered band and $\rho$ its density of states per site and spin.

The distribution in (ii) exists for any disorder. It deserves the name band when it has one line whose width is small compared with the energy over which the dispersion is to be read.

### Proof of part (i)

Define the channel projector
$$P_{\mathbf k}=\sum_{\mathbf g}|\mathbf k+\mathbf g\rangle\langle\mathbf k+\mathbf g| .$$
Then $W_m(\mathbf k)=\langle\psi_m|P_{\mathbf k}|\psi_m\rangle=\|P_{\mathbf k}\psi_m\|^2\ge0$. Every plane wave lies in one and only one channel, so $\sum_{\mathbf k}P_{\mathbf k}=1$ on the space of the calculation. Taking the expectation value in $\psi_m$ gives $\sum_{\mathbf k}W_m(\mathbf k)=\langle\psi_m|\psi_m\rangle=1$. $\square$

A finite plane-wave cutoff does no harm if $\psi_m$ is normalised within the retained waves. If a pseudopotential method normalises with an overlap operator, $\langle\psi_m|\hat S|\psi_m\rangle=1$, the bare coefficients sum to $\langle\psi_m|\psi_m\rangle$, which need not be one. The states must then be reconstructed or the metric included.

### Lemma 1: the weight is a translation average

Let $(\hat T_{\mathbf T}f)(\mathbf r)=f(\mathbf r-\mathbf T)$. With $\mathbf T$ running over the $N$ translations that are distinct modulo $\mathbf L$,

$$P_{\mathbf k}=\frac1N\sum_{\mathbf T}e^{i\mathbf k\cdot\mathbf T}\,\hat T_{\mathbf T}.$$

*Proof.* The choice of representatives is immaterial. Adding $\mathbf L$ to $\mathbf T$ multiplies the phase by $e^{i\mathbf k\cdot\mathbf L}=e^{i\mathbf K\cdot\mathbf L}$ and the translation operator by $e^{-i\mathbf K\cdot\mathbf L}$. Next, $\hat T_{\mathbf T}|\mathbf q\rangle=e^{-i\mathbf q\cdot\mathbf T}|\mathbf q\rangle$, so the right-hand side multiplies $|\mathbf q\rangle$ by
$$X=\frac1N\sum_{\mathbf T}e^{i(\mathbf k-\mathbf q)\cdot\mathbf T}.$$
If $\mathbf k-\mathbf q$ is a $\mathbf g$, each term is one and $X=1$. Otherwise some $\mathbf T_0$ has $e^{i(\mathbf k-\mathbf q)\cdot\mathbf T_0}\ne1$. Shifting all $\mathbf T$ by $\mathbf T_0$ permutes the representatives, so $X=e^{i(\mathbf k-\mathbf q)\cdot\mathbf T_0}X$ and $X=0$. This is the action of $P_{\mathbf k}$. $\square$

Consequently
$$W_m(\mathbf k)=\frac1N\sum_{\mathbf T}e^{i\mathbf k\cdot\mathbf T}\int_\Omega\psi_m^*(\mathbf r)\,\psi_m(\mathbf r-\mathbf T)\,d\mathbf r .$$
The weight measures how nearly the state reproduces itself, up to the phase $e^{-i\mathbf k\cdot\mathbf T}$, when moved by a reference translation. It therefore depends on the reference lattice. A crystal supplies that lattice; an amorphous network does not supply a unique one. The separate quantities $|C_m(\mathbf q)|^2$ need no reference lattice, but grouping them into channels does.

### Lemma 2: the ordered limit

If $H$ has the reference periodicity, a non-degenerate eigenstate has weight one in one channel and zero in the others. For a degenerate level, the weight summed over the level is a whole number in each channel.

*Proof.* Now $H$ commutes with every $\hat T_{\mathbf T}$, hence with $P_{\mathbf k}$. So $P_{\mathbf k}\psi_m$ is either zero or an eigenstate with energy $E_m$. Without degeneracy $P_{\mathbf k}\psi_m=c\,\psi_m$, and $P_{\mathbf k}^2=P_{\mathbf k}$ requires $c^2=c$, so $c$ is 0 or 1. Part (i) then allows one channel with $c=1$. For a level with projector $\Pi$, the summed weight is $\mathrm{Tr}(P_{\mathbf k}\Pi)$, which does not depend on the basis chosen in the level. Since $P_{\mathbf k}$ and $\Pi$ commute, their product is a projector, and its trace is its integer rank. $\square$

A cosine made from Bloch waves at $\mathbf k$ and $-\mathbf k$ thus has weight one half in each of two channels without any disorder. Once degeneracy has been excluded, a fractional weight shows that $H$ lacks the reference periodicity. The cause may be disorder or an ordered superstructure.

### Lemma 3: weights from s orbitals

Let $\phi$ be an s orbital, repeated on the reference sites $\mathbf R$ with the supercell boundary phase:
$$\phi_{\mathbf R}(\mathbf r)=\sum_{\mathbf L}e^{i\mathbf K\cdot\mathbf L}\phi(\mathbf r-\mathbf R-\mathbf L).$$
For a normalised state $\psi=\sum_{\mathbf R}c_{\mathbf R}\phi_{\mathbf R}$, define
$$c_{\mathbf k}=\frac1{\sqrt N}\sum_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}c_{\mathbf R},\qquad
|\chi_{\mathbf k}\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\phi_{\mathbf R}\rangle .$$
Then
$$W(\mathbf k)=S(\mathbf k)|c_{\mathbf k}|^2,\qquad
S(\mathbf k)=\sum_{\mathbf T}e^{-i\mathbf k\cdot\mathbf T}\int\phi^*(\mathbf r-\mathbf T)\phi(\mathbf r)\,d\mathbf r,$$
where the last sum runs over all reference translations and the integral over all space.

*Proof.* Inverting the finite Fourier sum gives $c_{\mathbf R}=N^{-1/2}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}c_{\mathbf k}$, hence $\psi=\sum_{\mathbf k}c_{\mathbf k}\chi_{\mathbf k}$. Since $\hat T_{\mathbf T}\phi_{\mathbf R}=\phi_{\mathbf R+\mathbf T}$, relabelling the sites gives $\hat T_{\mathbf T}\chi_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf T}\chi_{\mathbf k}$. By Lemma 1, $P_{\mathbf k'}\chi_{\mathbf k}=\delta_{\mathbf k'\mathbf k}\chi_{\mathbf k}$. So $P_{\mathbf k}\psi=c_{\mathbf k}\chi_{\mathbf k}$ and $W(\mathbf k)=|c_{\mathbf k}|^2\langle\chi_{\mathbf k}|\chi_{\mathbf k}\rangle$. The norm is
$$\langle\chi_{\mathbf k}|\chi_{\mathbf k}\rangle=\frac1N\sum_{\mathbf R\mathbf R'}e^{-i\mathbf k\cdot(\mathbf R-\mathbf R')}\langle\phi_{\mathbf R}|\phi_{\mathbf R'}\rangle .$$
The overlap together with its phase depends on $\mathbf R-\mathbf R'$ modulo $\mathbf L$, so one site sum cancels $1/N$. The supercell images in the other complete the sum over all $\mathbf T$, because $e^{-i\mathbf K\cdot\mathbf L}=e^{-i\mathbf k\cdot\mathbf L}$. $\square$

For Gaussian orbitals with neighbour overlap 0.2096, the weights of a random state sum to 1.000000 with $S(\mathbf k)$ and to 1.0450 without it. For orthonormal orbitals $S(\mathbf k)=1$, and within their span $P_{\mathbf k}=|\chi_{\mathbf k}\rangle\langle\chi_{\mathbf k}|$. The lemma needs identical orbitals on reference sites. For displaced atoms the plane-wave definition remains valid and this formula does not.

### Lemma 4: summing over states instead of channels

In a basis with $M$ plane waves per channel, completeness of the eigenstates gives $\sum_mW_m(\mathbf k)=\mathrm{Tr}\,P_{\mathbf k}=M$, not one. For a conduction band one selects a window. Suppose that the ordered s band, with one state per channel, is separated by a gap from all other bands, and that the gap stays open as a disorder scale $\lambda$ grows from zero. Let $Q(\lambda)$ project on the $N$ window states. Then
$$n(\mathbf k)=\mathrm{Tr}[P_{\mathbf k}Q(\lambda)]=1+O(\lambda^2)$$
for a fixed supercell and a Hamiltonian smooth in $\lambda$.

*Proof.* Write $Q_0=Q(0)$ and let $Q'$ be the derivative at $\lambda=0$; the open gap makes $Q$ differentiable. Differentiating $Q^2=Q$ gives $Q'Q_0+Q_0Q'=Q'$. Multiplication by $Q_0$ on both sides gives $2Q_0Q'Q_0=Q_0Q'Q_0$, so this block vanishes. With $\bar Q_0=1-Q_0$ on both sides the left-hand side is zero, so $\bar Q_0Q'\bar Q_0=0$. What remains is $Q'=Q_0Q'\bar Q_0+\bar Q_0Q'Q_0$. By Lemma 2, $P_{\mathbf k}$ commutes with $Q_0$, so cyclic permutation gives
$$\mathrm{Tr}(P_{\mathbf k}Q_0Q'\bar Q_0)=\mathrm{Tr}(\bar Q_0P_{\mathbf k}Q_0Q')=\mathrm{Tr}(P_{\mathbf k}\bar Q_0Q_0Q')=0,$$
and likewise for the other term. Finally $\mathrm{Tr}(P_{\mathbf k}Q_0)=1$. $\square$

Summed over channels, the norm is fixed: $\sum_{\mathbf k}n(\mathbf k)=\mathrm{Tr}\,Q=N$. Disorder moves a little weight between channels by admixing other bands.

### Example: a continuum chain

Take an electron in 12 Gaussian wells, spacing 3.0 Å, depth 15.0 eV and Gaussian width 0.5 Å, with depths varied by up to 10 % and positions by up to 0.2 Å. The window lies 7.131 eV below the next level. In the table, energies are in eV and $k$ in Å$^{-1}$; the centroid and rms width are taken within the window and divided by $n(k)$.

| $k$ | $n(k)$ | ordered | centroid | rms |
|---|---|---|---|---|
| 0.0524 | 0.9986 | −7.816 | −7.879 | 0.608 |
| 0.4014 | 0.9990 | −7.413 | −7.478 | 0.592 |
| 0.7505 | 1.0010 | −6.612 | −6.679 | 0.584 |
| 1.0996 | 1.0024 | −6.235 | −6.302 | 0.588 |

The last row lies just beyond the zone edge $\pi/a=1.047$ Å$^{-1}$ and is the same channel as $k=-0.995$ Å$^{-1}$. The norms differ from one by at most 0.0024 in these rows. Doubling a small disorder scale multiplies the overall norm deviation by 3.996, close to the factor 4 of Lemma 4.

From the first row to the last, the centroid rises by $7.879-6.302=1.577$ eV and the ordered band by $7.816-6.235=1.581$ eV. The dispersion looks almost untouched. Yet the rms width is about 0.6 eV, and the lowest state has its three largest weights 0.2584, 0.2252 and 0.1612 in neighbouring channels. They add to 0.6448, leaving 0.3552 for the other nine. A well-shaped centroid curve therefore does not establish that the individual states are band-like.

## 2. The effective band and its broadening

From the first half, $N$ is the number of reference cells in the supercell, $\mathbf k$ labels its $N$ channels, and $W_m(\mathbf k)$ is the weight of eigenstate $m$, with energy $E_m$, in channel $\mathbf k$. The weights of each state sum to one over channels. For one orthonormal s orbital $|\mathbf R\rangle$ per reference site, the channel projector is $|\mathbf k\rangle\langle\mathbf k|$ with

$$|\mathbf k\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf R\rangle,\qquad W_m(\mathbf k)=|\langle\mathbf k|\psi_m\rangle|^2 .$$

This half stays in that one-orbital space and writes $H_{\mathbf k'\mathbf k}=\langle\mathbf k'|H|\mathbf k\rangle$. The spectral function $A(\mathbf k,E)=\sum_mW_m(\mathbf k)\delta(E-E_m)$ belongs to the single-particle Hamiltonian. It contains no photoemission matrix elements and no lifetime from electron interactions.

### Proof of part (ii): moments

The eigenstates are complete, so $\sum_mW_m(\mathbf k)=\langle\mathbf k|\mathbf k\rangle=1$. For any whole power $p$,
$$\int E^pA(\mathbf k,E)\,dE=\sum_mE_m^p|\langle\mathbf k|\psi_m\rangle|^2=\langle\mathbf k|H^p|\mathbf k\rangle .$$
The case $p=1$ gives the centroid $H_{\mathbf k\mathbf k}$. For $p=2$, insert $\sum_{\mathbf k'}|\mathbf k'\rangle\langle\mathbf k'|=1$ between the two factors of $H$ and subtract the squared centroid:
$$w_{\mathbf k}^2=\sum_{\mathbf k'}|H_{\mathbf k'\mathbf k}|^2-H_{\mathbf k\mathbf k}^2=\sum_{\mathbf k'\ne\mathbf k}|H_{\mathbf k'\mathbf k}|^2 .$$
The rms width $w_{\mathbf k}$ counts all coupling out of the channel, whatever the energy of the states reached. It is zero when $|\mathbf k\rangle$ is an eigenstate.

### Proof of part (ii): self-energy

For $\mathrm{Im}\,z>0$ define
$$G_{\mathbf k\mathbf k}(z)=\langle\mathbf k|(z-H)^{-1}|\mathbf k\rangle=\sum_m\frac{W_m(\mathbf k)}{z-E_m}.$$
At $z=E+i\eta$ the imaginary part of each fraction is $-\eta/[(E-E_m)^2+\eta^2]$, which tends to $-\pi\delta(E-E_m)$ as $\eta\to0^+$. Hence $A(\mathbf k,E)=-\mathrm{Im}\,G_{\mathbf k\mathbf k}(E+i0)/\pi$. At finite $\eta$ the same expression gives $A$ smoothed by a Lorentzian of full width $2\eta$.

Let $|v\rangle=\sum_{\mathbf k'\ne\mathbf k}H_{\mathbf k'\mathbf k}|\mathbf k'\rangle$, and let $\bar H$ be $H$ restricted to the other $N-1$ channels. Write the solution of $(z-H)|x\rangle=|\mathbf k\rangle$ as $|x\rangle=G|\mathbf k\rangle+|y\rangle$ with $\langle\mathbf k|y\rangle=0$, so that $G=G_{\mathbf k\mathbf k}(z)$. The two projections of the equation are
$$(z-H_{\mathbf k\mathbf k})G-\langle v|y\rangle=1,\qquad (z-\bar H)|y\rangle-G|v\rangle=0 .$$
The operator $z-\bar H$ is invertible because $\bar H$ has real eigenvalues. Substituting $|y\rangle=G(z-\bar H)^{-1}|v\rangle$ in the first equation gives
$$G_{\mathbf k\mathbf k}(z)=\frac1{z-H_{\mathbf k\mathbf k}-\Sigma_{\mathbf k}(z)},\qquad \Sigma_{\mathbf k}(z)=\langle v|(z-\bar H)^{-1}|v\rangle .$$
This holds in each sample and for any strength of disorder, which completes part (ii). $\square$

Parts (i) and (ii) of the theorem are now proved: the weights of each state sum to one over channels, and each channel of the one-orbital model has a normalised spectral function with known centroid, variance and self-energy. It remains to relate the rms width to the line width, to prove the weak-disorder formula of part (iii), and to decide when a dispersion and a mass may be quoted.
